**Surface saturation current and bulk lifetime from high-injection data**

The program tests the relation \(1/\tau_{\rm eff}-1/\tau_A=1/\tau_b+K(N+\Delta n)\), with \(K=2J_{0s}/(qn_i^2W)\). Here \(\tau_{\rm eff}\), \(\tau_A\) and \(\tau_b\) are the effective, Auger and bulk SRH lifetimes, \(\Delta n\) is the excess density, \(N\) the doping, \(n_i\) the intrinsic density, \(W\) the thickness and \(J_{0s}\) the saturation current density per side. Synthetic lifetimes come from a diffusion boundary-value problem, and the program asserts that the fit recovers the inputs within 1.5% for \(J_{0s}\) and 1% for \(\tau_b\). It also asserts that a hundredfold larger diffusivity brings both within 0.03%, and that a surface of constant recombination velocity enters the intercept but not the slope. Further assertions cover the slope error from omitted Auger recombination, the propagation of random scatter, the Debye-Hückel gap shift and the accumulation-layer field. The output gives 9.94 fA/cm² and 1.993 ms for inputs of 10 fA/cm² and 2 ms. Four neglected effects combined shift these parameters by −26% and −17%, while the data depart from a straight line by at most 5.7 s⁻¹.

## Verification by program

```python
"""
Result under test: for a wafer with two equal passivated surfaces,
  1/tau_eff - 1/tau_Auger = 1/tau_bulk + K*(N + dn),
  K = 2*J0s/(q*ni^2*W),
so the slope gives J0s (per side) and intercept - K*N gives 1/tau_bulk.
dn: excess density, N: donor density, W: thickness, ni: intrinsic density,
tau_bulk: constant Shockley-Read-Hall (SRH) lifetime, D: ambipolar diffusivity.
Synthetic lifetimes come from a diffusion boundary-value problem.
Internal units: cm, s, A, V. Parameters are round, rough values for silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp
from scipy.optimize import brentq

q = const.e
T = 300.0
kT = const.k * T
Vt = kT / q
eps = 11.7 * const.epsilon_0 / 100.0       # F/cm
W = 0.02
N = 5e14
ni = 1e10
J0s = 10e-15
tau_bulk = 2e-3
Cn, Cp = 1.1e-30, 0.5e-30
D = 15.0
B_rad = 4.7e-15
Q_ox = 3e11 * q                            # C/cm^2
gap_eV = 1.12
N_band = 3e19
density = np.linspace(5e15, 15e15, 6)
ref = 1e16


def auger_rate(dn):
    return (Cn * (N + dn) + Cp * dn) * (N + dn)


def surface_velocity(dn):
    """Recombination velocity for a surface current J0s*(pn/ni^2 - 1)."""
    return J0s * (N + dn) / (q * ni**2)


def solve_wafer(mean_dn, diffusivity=D, velocity=surface_velocity):
    """Steady state, uniform generation; returns 1/tau_eff and surface dn."""
    h = W / 2
    unit = 1e16
    rate_unit = 1000.0

    def equations(s, y, p):
        loss = y[0] * (1 / tau_bulk + auger_rate(y[0] * unit)) / rate_unit
        return np.vstack((h**2 / diffusivity * rate_unit * y[1],
                          loss - p[0], y[0]))

    def boundary(left, right, p):
        out = velocity(right[0] * unit) * right[0] / (h * rate_unit)
        return np.array([left[1], right[1] + out,
                         left[2], right[2] - mean_dn / unit])

    s = np.linspace(0, 1, 21)
    m = mean_dn / unit
    guess = np.vstack((m + 0 * s, -0.5 * m * s, m * s))
    sol = solve_bvp(equations, boundary, s, guess, p=[m], tol=1e-8)
    assert sol.success, sol.message
    return sol.p[0] * rate_unit / m, sol.y[0, -1] * unit


def fit(corrected):
    """Slope, intercept, J0s and bulk lifetime from corrected 1/tau."""
    slope, intercept = np.polyfit(density / 1e15, corrected, 1)
    slope = slope / 1e15
    return (slope, intercept, q * ni**2 * W * slope / 2,
            1 / (intercept - slope * N))


# Synthetic experiment and extraction
inverse_tau = np.array([solve_wafer(x)[0] for x in density])
corrected = inverse_tau - auger_rate(density)
slope, intercept, J_fit, tau_fit = fit(corrected)
residual = np.max(np.abs(corrected - intercept - slope * density))
assert abs(J_fit / J0s - 1) < 0.015        # finite diffusion remains
assert abs(tau_fit / tau_bulk - 1) < 0.01
fast = np.array([solve_wafer(x, 100 * D)[0] for x in density])
_, _, J_fast, tau_fast = fit(fast - auger_rate(density))
assert abs(J_fast / J0s - 1) < 3e-4
assert abs(tau_fast / tau_bulk - 1) < 3e-4

# Density drop at the surface
surface_dn = solve_wafer(ref)[1]
drop = 1 - surface_dn / ref
drop_formula = surface_velocity(ref) * W / (6 * D)
assert abs(drop / drop_formula - 1) < 0.02

# A constant-velocity surface must appear in the intercept only
S_const = 1.0
flat = np.array([solve_wafer(x, velocity=lambda y: S_const)[0]
                 for x in density])
_, _, J_flat, tau_flat = fit(flat - auger_rate(density))
assert abs(J_flat) < 0.005 * J0s
assert abs(tau_flat * (1 / tau_bulk + 2 * S_const / W) - 1) < 1e-3

# Omitted Auger subtraction
slope_raw, _, J_raw, tau_raw = fit(inverse_tau)
extra = 2 * (Cn + Cp) * density.mean() + (2 * Cn + Cp) * N
assert abs((slope_raw - slope) / extra - 1) < 1e-6

# Random scatter of one percent in each lifetime
noise = 0.01
design = np.column_stack((density / 1e15, np.ones(density.size)))
weights = np.linalg.pinv(design)
sigma = noise * inverse_tau
err_J = np.sqrt(np.sum((weights[0] * sigma)**2)) / (slope * 1e15)
bulk_weights = weights[1] - weights[0] * N / 1e15
err_tau = tau_fit * np.sqrt(np.sum((bulk_weights * sigma)**2))
rng = np.random.default_rng(7)
noisy = 1 / ((1 / inverse_tau)[:, None]
             * (1 + noise * rng.standard_normal((density.size, 20000))))
_, _, J_mc, tau_mc = fit(noisy - auger_rate(density)[:, None])
assert abs(np.std(J_mc) / J_fit / err_J - 1) < 0.05
assert abs(np.std(tau_mc) / tau_fit / err_tau - 1) < 0.05


# Effects left out of the model, evaluated at uniform density
def srh_rate(dn, tau_p=tau_bulk / 2, tau_n=tau_bulk / 2):
    n, p = N + dn, ni**2 / N + dn
    return (n * p - ni**2) / (tau_p * (n + ni) + tau_n * (p + ni)) / dn


srh_excess = srh_rate(ref) * tau_bulk - 1
assert abs(srh_excess - 0.5 * N / ref) < (N / ref)**2


def gap_shift(total):
    """Debye-Hueckel narrowing in eV for total carrier density."""
    kappa = np.sqrt(q * total / (eps * Vt))
    return q * kappa / (4 * np.pi * eps)


def plasma_free_energy(total):
    kappa = np.sqrt(q * total / (eps * Vt))
    return -kT * kappa**3 / (12 * np.pi)


step = 1e12
mu = (plasma_free_energy(2 * ref + step)
      - plasma_free_energy(2 * ref - step)) / (2 * step)
assert abs(-2 * mu / q / gap_shift(2 * ref) - 1) < 1e-5


def band_bending(dn):
    """Surface potential/Vt in accumulation, from Poisson's first integral."""
    target = Q_ox**2 / (2 * eps * kT)
    return brentq(lambda u: (N + dn) * np.expm1(u) + dn * np.expm1(-u)
                  - N * u - target, 1e-6, 30)


u_s = band_bending(ref)
total = N + 2 * ref


def poisson(s, y):
    charge = (N + ref) * np.exp(y[0]) - ref * np.exp(-y[0]) - N
    return [y[1], charge / total]


def reach_surface(s, y):
    return y[0] - u_s


reach_surface.terminal = True
path = solve_ivp(poisson, (0, 40), [1e-4, 1e-4], events=reach_surface,
                 rtol=1e-9, atol=1e-12)
assert path.t_events[0].size == 1
field = path.y_events[0][0][1] * Vt * np.sqrt(q * total / (eps * Vt))
assert abs(eps * field / Q_ox - 1) < 1e-3

dn_low = 1e11
S_hole = surface_velocity(dn_low) * np.exp(band_bending(dn_low))


def biased_fit(rad=False, srh=False, gap=False, charge=False, auger=1.0):
    v = surface_velocity(density)
    if charge:
        v = S_hole * np.exp([-band_bending(x) for x in density])
    if gap:
        v = v * np.exp(-(gap_shift(N + 2 * density) - gap_shift(N)) / Vt)
    y = 2 * v / W + (srh_rate(density) if srh else 1 / tau_bulk)
    y = y + (auger - 1) * auger_rate(density)
    if rad:
        y = y + B_rad * (N + density)
    a, b, J, tau = fit(y)
    return (100 * (J / J0s - 1), 100 * (tau / tau_bulk - 1),
            np.max(np.abs(y - b - a * density)))


cases = {
    "radiative": biased_fit(rad=True),
    "varying SRH": biased_fit(srh=True),
    "gap narrowing": biased_fit(gap=True),
    "finite oxide charge": biased_fit(charge=True),
    "Auger coeff. 10% higher": biased_fit(auger=1.1),
    "first four together": biased_fit(True, True, True, True),
}
J_rad = q * ni**2 * W * B_rad / 2
assert abs(cases["radiative"][0] / 100 * J0s / J_rad - 1) < 1e-6
assert abs(cases["radiative"][1]) < 1e-6


def ni2_shape(temp):
    return temp**3 * np.exp(-gap_eV * q / (const.k * temp))


ni2_change = 100 * (ni2_shape(T + 1) / ni2_shape(T) - 1)
degeneracy = 100 * (2 * ref + N) / (np.sqrt(8) * N_band)

print(f"Temperature {T:.0f} K; thickness {W*1e4:.0f} um")
print(f"Doping N {N:.1e} cm^-3; ni {ni:.1e} cm^-3")
print(f"Input J0s {J0s*1e15:.2f} fA/cm2 per side")
print(f"Input bulk SRH lifetime {tau_bulk*1e3:.3f} ms")
print(f"Auger Cn {Cn:.2e}, Cp {Cp:.2e} cm^6/s")
print(f"Ambipolar diffusivity {D:.1f} cm2/s")
print("dn(cm^-3) tau_eff(us) 1/tau_eff Auger corrected (s^-1)")
for x, r, y in zip(density, inverse_tau, corrected):
    print(f"{x:.2e} {1e6/r:.2f} {r:.2f} {auger_rate(x):.2f} {y:.2f}")
print(f"Slope {slope:.4e} cm3/s; intercept {intercept:.2f} s^-1")
print(f"Slope times N {slope*N:.2f} s^-1")
print(f"Largest residual {residual:.3f} s^-1")
print(f"Extracted J0s {J_fit*1e15:.3f} fA/cm2")
print(f"Extracted bulk lifetime {tau_fit*1e3:.4f} ms")
print(f"Bulk lifetime if N term forgotten {1e3/intercept:.4f} ms")
print(f"No Auger correction: J0s {J_raw*1e15:.2f} fA/cm2")
print(f"No Auger correction: lifetime {tau_raw*1e3:.3f} ms")
print(f"With 100 D: J0s {J_fast*1e15:.4f} fA/cm2")
print(f"With 100 D: lifetime {tau_fast*1e3:.5f} ms")
print(f"1% scatter: J0s error {100*err_J:.2f} %")
print(f"1% scatter: lifetime error {100*err_tau:.2f} %")
print(f"Constant-S surface: S {S_const:.1f} cm/s")
print(f"  apparent J0s {J_flat*1e15:.4f} fA/cm2")
print(f"  apparent bulk lifetime {tau_flat*1e3:.4f} ms")
print(f"Values at dn = {ref:.1e} cm^-3:")
print(f"  surface velocity {surface_velocity(ref):.3f} cm/s")
print(f"  surface density drop {100*drop:.3f} %")
print(f"  drop from S*W/(6D) {100*drop_formula:.3f} %")
print(f"  SRH rate excess {100*srh_excess:.2f} %")
print(f"  gap narrowing {1e3*(gap_shift(total)-gap_shift(N)):.2f} meV")
print(f"  accumulated n_s {(N+ref)*np.exp(u_s):.3e} cm^-3")
print(f"  degeneracy change of pn {degeneracy:.3f} %")
print(f"Oxide charge {Q_ox/q:.1e} cm^-2; S_p {S_hole:.1f} cm/s")
print(f"Radiative B {B_rad:.2e} cm3/s; hidden J0 {J_rad*1e15:.3f} fA/cm2")
print(f"ni^2 change for +1 K {ni2_change:.1f} %")
print("Bias of: J0s (%), lifetime (%), line residual (s^-1)")
for name, (bJ, bt, res) in cases.items():
    print(f"  {name}: {bJ:+.2f}, {bt:+.2f}, {res:.2f}")
print("PASS")
```

Printed output:

```
Temperature 300 K; thickness 200 um
Doping N 5.0e+14 cm^-3; ni 1.0e+10 cm^-3
Input J0s 10.00 fA/cm2 per side
Input bulk SRH lifetime 2.000 ms
Auger Cn 1.10e-30, Cp 5.00e-31 cm^6/s
Ambipolar diffusivity 15.0 cm2/s
dn(cm^-3) tau_eff(us) 1/tau_eff Auger corrected (s^-1)
5.00e+15 1123.84 889.81 47.02 842.78
7.00e+15 947.60 1055.30 88.12 967.17
9.00e+15 810.73 1233.45 142.02 1091.43
1.10e+16 702.11 1424.27 208.72 1215.54
1.30e+16 614.35 1627.75 288.22 1339.52
1.50e+16 542.33 1843.89 380.52 1463.37
Slope 6.2058e-14 cm3/s; intercept 532.72 s^-1
Slope times N 31.03 s^-1
Largest residual 0.228 s^-1
Extracted J0s 9.943 fA/cm2
Extracted bulk lifetime 1.9933 ms
Bulk lifetime if N term forgotten 1.8772 ms
No Auger correction: J0s 15.29 fA/cm2
No Auger correction: lifetime 2.907 ms
With 100 D: J0s 9.9994 fA/cm2
With 100 D: lifetime 1.99993 ms
1% scatter: J0s error 2.75 %
1% scatter: lifetime error 3.22 %
Constant-S surface: S 1.0 cm/s
  apparent J0s 0.0000 fA/cm2
  apparent bulk lifetime 1.6667 ms
Values at dn = 1.0e+16 cm^-3:
  surface velocity 6.554 cm/s
  surface density drop 0.145 %
  drop from S*W/(6D) 0.146 %
  SRH rate excess 2.44 %
  gap narrowing 3.64 meV
  accumulated n_s 2.910e+17 cm^-3
  degeneracy change of pn 0.024 %
Oxide charge 3.0e+11 cm^-2; S_p 170.3 cm/s
Radiative B 4.70e-15 cm3/s; hidden J0 0.753 fA/cm2
ni^2 change for +1 K 16.6 %
Bias of: J0s (%), lifetime (%), line residual (s^-1)
  radiative: +7.53, +0.00, 0.00
  varying SRH: -2.38, -5.57, 2.50
  gap narrowing: -20.34, -8.02, 4.37
  finite oxide charge: -12.54, -6.92, 4.77
  Auger coeff. 10% higher: +5.34, +3.26, 2.13
  first four together: -25.57, -17.03, 5.71
PASS
```
